# Exciton Diamagnetic Shift in Two and Three Dimensions and Its Landau Crossover: a program that tests the result

```python
"""Exciton in a magnetic field: diamagnetic shift and Landau crossover.

Result under test: for s excitons at zero pseudomomentum the low-field shift is
    dE = e^2 B^2 <rho^2> / (8 mu),
<rho^2>/a^2 = 2 (3D 1s), 28 (3D 2s), 3/8 (2D 1s), 117/8 (2D 2s),
and at high field the 1s energy approaches the lowest Landau energy.
Symbols: mu reduced mass, a exciton Bohr radius, Ry = hbar^2/(2 mu a^2),
rho relative distance perpendicular to B, gamma = e B a^2 / hbar.
Scaled Hamiltonian (lengths in a, energies in Ry):
    H = -Laplacian - 2/r + gamma^2 rho^2 / 4, lowest Landau energy = gamma.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvals, solve
from scipy.optimize import brentq
from scipy.special import eval_legendre, gammaln


# ---------- separation of the pair motion, hbar = e = 1 ----------
def check_pair_separation(m_e, m_h):
    """Compare the two-particle and relative Hamiltonians on all quadratics."""
    xe, ye, xh, yh, x, y, B = sp.symbols("xe ye xh yh x y B", real=True)
    c = sp.symbols("c0:6")
    phi = c[0] + c[1]*x + c[2]*y + c[3]*x**2 + c[4]*x*y + c[5]*y**2
    to_pair = {x: xe - xh, y: ye - yh}
    total = m_e + m_h
    X, Y = (m_e*xe + m_h*xh)/total, (m_e*ye + m_h*yh)/total
    phase = B*(-(ye - yh)*X + (xe - xh)*Y)/2

    def momentum(f, var, potential):
        # kinetic momentum after the phase factor has been divided out
        return -sp.I*(sp.diff(f, var) + sp.I*f*sp.diff(phase, var)) + potential*f

    f = phi.subs(to_pair, simultaneous=True)
    pair = 0
    for var, pot, mass in ((xe, -B*ye/2, m_e), (ye, B*xe/2, m_e),
                           (xh, B*yh/2, m_h), (yh, -B*xh/2, m_h)):
        pair += momentum(momentum(f, var, pot), var, pot)/(2*mass)
    inv_mu = 1/m_e + 1/m_h
    L_phi = -sp.I*(x*sp.diff(phi, y) - y*sp.diff(phi, x))
    relative = (-inv_mu*(sp.diff(phi, x, 2) + sp.diff(phi, y, 2))/2
                + B*(1/m_e - 1/m_h)*L_phi/2
                + B**2*inv_mu*(x**2 + y**2)*phi/8)
    difference = sp.expand(pair - relative.subs(to_pair, simultaneous=True))
    assert difference == 0


check_pair_separation(sp.Integer(1), sp.Integer(3))
check_pair_separation(sp.Integer(5), sp.Integer(2))


# ---------- Rayleigh-Ritz solvers in square-root coordinates ----------
def oscillator_matrices(size, scale):
    """-Laplacian, s^2, s^4, s^6 for L_n(scale s^2) exp(-scale s^2/2)."""
    n = np.arange(size + 3)
    hop = np.diag(n[1:].astype(float), 1)
    hop = hop + hop.T
    diagonal = np.diag(2.0*n + 1)
    s2 = (diagonal - hop)/scale
    kinetic = scale*(diagonal + hop)
    s4 = s2 @ s2
    s6 = s4 @ s2
    return [m[:size, :size] for m in (kinetic, s2, s4, s6)]


def lowest(hamiltonian, overlap, rho2_matrix, level):
    energy, vec = eigh(hamiltonian, overlap, subset_by_index=[level, level])
    return energy[0], vec[:, 0] @ rho2_matrix @ vec[:, 0]


def solve_2d(gamma, size=80, scale=None, level=0):
    """Energy (Ry) and <rho^2> (a^2) of an m=0 state, using rho = s^2/2."""
    scale = scale or 2 + 2*np.sqrt(gamma)
    kinetic, s2, _, s6 = oscillator_matrices(size, scale)
    rho2 = s6/4
    ham = kinetic - 4*np.eye(size) + gamma**2/4*rho2
    return lowest(ham, s2, rho2, level)


def solve_3d(gamma, size=None, scale=None, level=0):
    """Same for m=0, even in z, using rho = u v and z = (u^2 - v^2)/2."""
    # the state is long and narrow at high field: larger scale, more functions
    size = size or (44 if gamma > 10 else 30)
    scale = scale or 1 + 1.5*np.sqrt(gamma)
    kinetic, s2, s4, _ = oscillator_matrices(size, scale)
    one = np.eye(size)
    i, j = np.triu_indices(size)
    weight = np.where(i == j, 0.5, np.sqrt(0.5))

    def symmetric_pair(F, G):
        # F(u)G(v) + G(u)F(v) between functions symmetric in u and v
        ii, jj, ij, ji = np.ix_(i, i), np.ix_(j, j), np.ix_(i, j), np.ix_(j, i)
        block = F[ii]*G[jj] + G[ii]*F[jj] + F[ij]*G[ji] + G[ij]*F[ji]
        return 2*np.outer(weight, weight)*block

    rho2 = symmetric_pair(s4, s2)
    ham = symmetric_pair(kinetic, one) - 4*np.eye(len(i)) + gamma**2/4*rho2
    return lowest(ham, symmetric_pair(s2, one), rho2, level)


# ---------- independent collocation solvers in the original coordinates ----------
def chebyshev(points, radius):
    """Nodes from radius down to 0 and the differentiation matrix."""
    k = np.arange(points + 1)
    x = np.cos(np.pi*k/points)
    c = np.where((k == 0) | (k == points), 2.0, 1.0)*(-1.0)**k
    D = np.outer(c, 1/c)/(x[:, None] - x[None, :] + np.eye(points + 1))
    D -= np.diag(D.sum(axis=1))
    return radius*(x + 1)/2, 2*D/radius


def collocation_2d(gamma, points=50, radius=8.0):
    r, D = chebyshev(points, radius)
    A = (-np.diag(r) @ D @ D - D - 2*np.eye(points + 1)
         + np.diag(gamma**2*r**3/4))[1:, 1:]
    M = np.diag(r)[1:, 1:]
    shift = -5.0  # lies below the whole spectrum
    return shift + 1/np.max(eigvals(solve(A - shift*M, M)).real)


def collocation_3d(gamma, points=40, radius=8.0, channels=10):
    r, D = chebyshev(points, radius)
    D2, r = (D @ D)[1:-1, 1:-1], r[1:-1]
    ls = 2*np.arange(channels)
    x, w = np.polynomial.legendre.leggauss(60)
    P = np.array([np.sqrt(l + 0.5)*eval_legendre(l, x) for l in ls])
    sin2 = (P*w*(1 - x**2)) @ P.T
    H = np.kron(np.eye(channels), -D2 - np.diag(2/r))
    H += np.kron(np.diag(ls*(ls + 1.0)), np.diag(1/r**2))
    H += np.kron(sin2, np.diag(gamma**2*r**2/4))
    return np.min(eigvals(H).real)


# ---------- radii: quadrature, closed values, curvature of the energy ----------
def mean_rho2(radial, dimension):
    top = quad(lambda r: radial(r)**2*r**(dimension + 1), 0, np.inf)[0]
    norm = quad(lambda r: radial(r)**2*r**(dimension - 1), 0, np.inf)[0]
    return top/norm*(2/3 if dimension == 3 else 1)


states = [
    ("3D 1s", 3, lambda r: np.exp(-r), 2.0, -1.0, solve_3d, 30, 1.1, 0, 0.01),
    ("3D 2s", 3, lambda r: (2 - r)*np.exp(-r/2), 28.0, -0.25,
     solve_3d, 30, 0.6, 1, 0.002),
    ("2D 1s", 2, lambda r: np.exp(-2*r), 3/8, -4.0, solve_2d, 40, 2.2, 0, 0.01),
    ("2D 2s", 2, lambda r: (1 - 4*r/3)*np.exp(-2*r/3), 117/8, -4/9,
     solve_2d, 40, 0.8, 1, 0.002),
]
print("State: zero-field E (Ry), <rho^2> (a^2) by quadrature, from E(B)")
radius2 = {}
for name, dim, radial, closed, e_zero, solver, size, scale, level, g in states:
    direct = mean_rho2(radial, dim)
    e0 = solver(0.0, size, scale, level)[0]
    curvature = 4*(solver(g, size, scale, level)[0] - e0)/g**2
    assert abs(e0 - e_zero) < 1e-8
    assert abs(direct/closed - 1) < 1e-7
    assert abs(curvature/closed - 1) < 2e-3  # quartic term in the field remains
    radius2[name] = direct
    print(f"  {name}: {e0:.5f}, {direct:.4f}, {curvature:.4f}")

# ---------- crossover energies against the independent solvers ----------
print("Check of 1s energies (Ry): Rayleigh-Ritz, collocation")
for g, tol3 in ((1.0, 1e-5), (10.0, 1e-4)):
    for label, ritz, other, tol in (
            ("2D", solve_2d(g)[0], collocation_2d(g), 1e-6),
            ("3D", solve_3d(g)[0], collocation_3d(g), tol3)):
        assert abs(ritz - other) < tol
        print(f"  {label} gamma={g:g}: {ritz:.5f}, {other:.5f}")
# the angular expansion converges more slowly here, hence the wider tolerance
ritz, other = solve_3d(30.0)[0], collocation_3d(30.0, 40, 5.0, 16)
print(f"  3D gamma=30: {ritz:.5f}, {other:.5f}")
assert abs(ritz - other) < 1e-3
for solver, colloc in ((solve_2d, collocation_2d), (solve_3d, collocation_3d)):
    slope = (colloc(1.01) - colloc(0.99))/0.02
    assert abs(slope - solver(1.0)[1]/2) < 1e-4
smaller, larger = solve_3d(100.0, 36)[0], solve_3d(100.0, 44)[0]
print(f"3D gamma=100, 36 and 44 functions per coordinate: "
      f"{smaller:.5f}, {larger:.5f} Ry")
assert abs(smaller - larger) < 1e-3
assert abs(solve_2d(100.0, 60)[0] - solve_2d(100.0, 80)[0]) < 1e-6

# ---------- high-field expansion in two dimensions ----------
n = np.arange(1, 200001)
ratio = np.exp(gammaln(n + 0.5) - gammaln(0.5) - gammaln(n + 1))
mixing = np.pi*np.sum(ratio**2/n)
remainder = [solve_2d(g)[0] - g + np.sqrt(2*np.pi*g) for g in (1e4, 4e4)]
numerical_constant = -(2*remainder[1] - remainder[0])
assert abs(numerical_constant - mixing) < 1e-3
print(f"2D Landau-mixing constant C, series: {mixing:.4f} Ry")
print(f"2D Landau-mixing constant C, from energies: {numerical_constant:.4f} Ry")

# ---------- crossover table ----------
fields = [0.1, 0.3, 1.0, 3.0, 10.0, 30.0, 100.0]
table = {}
for label, solver, e_zero in (("3D", solve_3d, -1.0), ("2D", solve_2d, -4.0)):
    print(f"{label} 1s: gamma, E (Ry), shift (Ry), quadratic (Ry), "
          "slope dE/dgamma, exponent, gamma-E (Ry)")
    rows = []
    for g in fields:
        energy, rho2 = solver(g)
        shift = energy - e_zero
        quadratic = radius2[label + " 1s"]*g**2/4
        slope = g*rho2/2
        rows.append((energy, slope, g*slope/shift))
        assert 0 < shift < quadratic and energy < g
        print(f"  {g:g}, {energy:.4f}, {shift:.4f}, {quadratic:.4f}, "
              f"{slope:.4f}, {g*slope/shift:.3f}, {g - energy:.4f}")
    table[label] = np.array(rows)
    assert np.all(np.diff(table[label][:, 1]) > 0) and table[label][-1, 1] < 1
    assert np.all(np.diff(table[label][:, 2]) < 0) and table[label][-1, 2] > 1
assert np.all(table["3D"][:, 0] > table["2D"][:, 0])
expansion = 100 - np.sqrt(200*np.pi) - mixing
print(f"2D high-field expansion at gamma=100: {expansion:.4f} Ry")

# ---------- worked example with round model parameters ----------
mass_ratio, eps_r = 0.05, 10.0
mu = mass_ratio*const.m_e
a = 4*np.pi*const.epsilon_0*eps_r*const.hbar**2/(mu*const.e**2)
rydberg = const.hbar**2/(2*mu*a**2)/const.e*1e3  # meV
B_unit = const.hbar/(const.e*a**2)
print(f"Reduced mass: {mass_ratio:g} electron masses; eps_r: {eps_r:g}")
print(f"Exciton Bohr radius a: {a*1e9:.3f} nm")
print(f"Exciton Rydberg Ry: {rydberg:.4f} meV")
print(f"Field at gamma=1: {B_unit:.3f} T")
coefficient = {}
for name, value in radius2.items():
    coefficient[name] = const.e*value*a**2/(8*mu)*1e3  # meV/T^2
    print(f"Diamagnetic coefficient {name}: {coefficient[name]*1e3:.2f} ueV/T^2")
for label, solver, e_zero, bracket in (("3D", solve_3d, -1.0, (0.1, 2.0)),
                                       ("2D", solve_2d, -4.0, (0.5, 10.0))):
    r2 = radius2[label + " 1s"]
    c = coefficient[label + " 1s"]
    weak = (solver(0.1/B_unit)[0] - e_zero)*rydberg
    assert abs(weak/(c*0.1**2) - 1) < 1e-3
    g90 = brentq(lambda g: (solver(g)[0] - e_zero)/(r2*g**2/4) - 0.9,
                 *bracket, xtol=1e-6)
    print(f"{label} crossover: gamma_c={2/r2:.4f}, B_c={2/r2*B_unit:.2f} T")
    print(f"{label} shift is 90% of quadratic: gamma={g90:.4f}, "
          f"B={g90*B_unit:.2f} T")
    for B in (2.0, 10.0, 50.0):
        true_shift = (solver(B/B_unit)[0] - e_zero)*rydberg
        print(f"  {label} B={B:g} T, gamma={B/B_unit:.4f}: shift "
              f"{true_shift:.4f} meV, quadratic {c*B**2:.4f} meV")

print("ALL CHECKS PASSED")
```

It prints:

```
State: zero-field E (Ry), <rho^2> (a^2) by quadrature, from E(B)
  3D 1s: -1.00000, 2.0000, 1.9998
  3D 2s: -0.25000, 28.0000, 27.9949
  2D 1s: -4.00000, 0.3750, 0.3750
  2D 2s: -0.44444, 14.6250, 14.6244
Check of 1s energies (Ry): Rayleigh-Ritz, collocation
  2D gamma=1: -3.91032, -3.91032
  3D gamma=1: -0.66234, -0.66234
  2D gamma=10: 0.36969, 0.36969
  3D gamma=10: 6.50441, 6.50441
  3D gamma=30: 24.91516, 24.91516
3D gamma=100, 36 and 44 functions per coordinate: 92.42040, 92.42039 Ry
2D Landau-mixing constant C, series: 1.3826 Ry
2D Landau-mixing constant C, from energies: 1.3826 Ry
3D 1s: gamma, E (Ry), shift (Ry), quadratic (Ry), slope dE/dgamma, exponent, gamma-E (Ry)
  0.1, -0.9951, 0.0049, 0.0050, 0.0979, 1.979, 1.0951
  0.3, -0.9584, 0.0416, 0.0450, 0.2599, 1.873, 1.2584
  1, -0.6623, 0.3377, 0.5000, 0.5358, 1.587, 1.6623
  3, 0.6709, 1.6709, 4.5000, 0.7458, 1.339, 2.3291
  10, 6.5044, 7.5044, 50.0000, 0.8803, 1.173, 3.4956
  30, 24.9152, 25.9152, 450.0000, 0.9427, 1.091, 5.0848
  100, 92.4204, 93.4204, 5000.0000, 0.9754, 1.044, 7.5796
2D 1s: gamma, E (Ry), shift (Ry), quadratic (Ry), slope dE/dgamma, exponent, gamma-E (Ry)
  0.1, -3.9991, 0.0009, 0.0009, 0.0187, 1.999, 4.0991
  0.3, -3.9916, 0.0084, 0.0084, 0.0557, 1.991, 4.2916
  1, -3.9103, 0.0897, 0.0938, 0.1724, 1.922, 4.9103
  3, -3.3320, 0.6680, 0.8438, 0.3805, 1.709, 6.3320
  10, 0.3697, 4.3697, 9.3750, 0.6209, 1.421, 9.6303
  30, 14.7093, 18.7093, 84.3750, 0.7743, 1.242, 15.2907
  100, 73.4558, 77.4558, 937.5000, 0.8752, 1.130, 26.5442
2D high-field expansion at gamma=100: 73.5511 Ry
Reduced mass: 0.05 electron masses; eps_r: 10
Exciton Bohr radius a: 10.584 nm
Exciton Rydberg Ry: 6.8028 meV
Field at gamma=1: 5.876 T
Diamagnetic coefficient 3D 1s: 98.50 ueV/T^2
Diamagnetic coefficient 3D 2s: 1379.06 ueV/T^2
Diamagnetic coefficient 2D 1s: 18.47 ueV/T^2
Diamagnetic coefficient 2D 2s: 720.31 ueV/T^2
3D crossover: gamma_c=1.0000, B_c=5.88 T
3D shift is 90% of quadratic: gamma=0.3627, B=2.13 T
  3D B=2 T, gamma=0.3404: shift 0.3582 meV, quadratic 0.3940 meV
  3D B=10 T, gamma=1.7018: shift 5.1538 meV, quadratic 9.8504 meV
  3D B=50 T, gamma=8.5088: shift 42.1847 meV, quadratic 246.2599 meV
2D crossover: gamma_c=5.3333, B_c=31.34 T
2D shift is 90% of quadratic: gamma=1.6919, B=9.94 T
  2D B=2 T, gamma=0.3404: shift 0.0734 meV, quadratic 0.0739 meV
  2D B=10 T, gamma=1.7018: shift 1.6607 meV, quadratic 1.8469 meV
  2D B=50 T, gamma=8.5088: shift 23.5670 meV, quadratic 46.1737 meV
ALL CHECKS PASSED
```
